# Tricritical point of mean-field three-state dipoles with a nonpolar state, part 1

(Sections cited here and not found follow in the second part.)

## First half: the model and the location of the tricritical point

### The physical situation

In some ferroelectrics the active ion moves in a local potential with three wells: two polar wells, displaced in opposite directions, and a nonpolar well between them. Interactions between cells favour a common direction of displacement. If the polar wells lie above the nonpolar one, each ion must pay an energy before it can take part in the ordering. When pressure or composition raises that cost, the transition temperature falls, and the transition may change from a continuous growth of polarization into a jump. The point on the transition line where this change occurs is the tricritical point. Its position matters for a device because the dielectric response is large and strongly nonlinear there, whereas beyond it the material has a jump, coexisting phases and hysteresis.

### Energy and conventions

Each of $N$ dipoles is described by $s_i=-1,0,+1$. A polar state costs the energy $D$ relative to the nonpolar state, and $D$ may have either sign. The energy is

$$
E=-\frac{J}{2N}\Big(\sum_i s_i\Big)^2+D\sum_i s_i^2-p\mathcal E\sum_i s_i .
$$

Here $p$ is the dipole moment of a polar state and $\mathcal E$ is the macroscopic field along the polar axis. Every pair is coupled with strength $J/N$, so $J>0$ is the total coupling of one dipole to all the others. The factor $1/2$ compensates for the double counting of pairs in the square. The square also contains the terms $i=j$, which add $-(J/2N)s_i^2$ per dipole. They change $D$ by $-J/2N$, which vanishes for large $N$.

In a crystal with pair couplings $J_{ij}$ the corresponding parameter is $J=\sum_j J_{ij}$, and the treatment below is then the mean-field approximation for uniform order. For the infinite-range energy written above it becomes exact as $N\to\infty$. All energies are measured in units of $J$:

$$
t=\frac{kT}{J},\qquad d=\frac{D}{J},\qquad e=\frac{p\mathcal E}{J}.
$$

The claim to be shown is that at zero field the tricritical point lies at $t=1/3$ and $d=\tfrac23\ln2$.

### From the partition function to one variable

Let $M=\sum_i s_i$. The coupling enters the Boltzmann factor as $\exp[M^2/(2Nt)]$, which ties all dipoles together. Completing the square,

$$
-\frac{Ny^2}{2t}+\frac{yM}{t}=-\frac{N}{2t}\Big(y-\frac MN\Big)^2+\frac{M^2}{2Nt},
$$

and integrating the Gaussian over $y$ gives

$$
e^{M^2/(2Nt)}=\sqrt{\frac{N}{2\pi t}}\int_{-\infty}^{\infty}dy\;e^{-Ny^2/(2t)+yM/t}.
$$

Under the integral $M$ now appears linearly, so each dipole can be summed on its own. Its three states contribute

$$
1+e^{-d/t}\big(e^{(y+e)/t}+e^{-(y+e)/t}\big)=1+2e^{-d/t}\cosh\frac{y+e}{t}.
$$

The partition function is therefore

$$
Z=\sqrt{\frac{N}{2\pi t}}\int dy\,e^{-N\varphi(y)},\qquad
\varphi(y)=\frac{y^2}{2t}-\ln\!\Big[1+2e^{-d/t}\cosh\frac{y+e}{t}\Big].
$$

No approximation has been made. As a check, the sum over all configurations of $N=20$ dipoles at $t=0.4$, $d=0.45$, $e=0$ was compared with the integral, and the two agree to better than one part in $10^7$.

For large $N$ the integral is dominated by the global minimum of $\varphi$. The prefactor and the width of the minimum each contribute a power of $N$ to $Z$. At an ordinary quadratic minimum the two powers cancel, leaving a correction of order $1/N$ to the free energy per dipole. Where the curvature at the minimum vanishes, as on the continuous transition line, they do not cancel and a term of order $(\ln N)/N$ remains. Both corrections vanish as $N\to\infty$, and

$$
\frac{F}{NJ}=t\,\min_y\varphi(y).
$$

To identify the minimising $y$, introduce the ratio

$$
a=\tfrac12e^{d/t}.
$$

Since $2e^{-d/t}=1/a$, setting $\varphi'(y)=0$ gives

$$
y=\frac{\sinh X}{a+\cosh X},\qquad X=\frac{y+e}{t}.
$$

The mean dipole variable is $m=-\partial(F/NJ)/\partial e$. At a minimum the change of $y$ with $e$ does not contribute to first order, so only the explicit dependence on $e$ counts, and $m$ equals the same fraction. Thus $m=y$ at the minimum. At zero field the minima occur in pairs $\pm m$, and an infinitesimal field selects one of them. Away from its stationary points $\varphi(y)$ is not the free energy at prescribed polarization, and it should not be used as such.

### Landau expansion

Set $e=0$ and define

$$
q=\frac{1}{1+a}=\frac{2e^{-d/t}}{1+2e^{-d/t}} .
$$

This is the mean of $s^2$ at $m=0$, the fraction of dipoles in polar wells in the nonpolar phase. With $x=y/t$, the argument of the logarithm factorises:

$$
1+\frac{\cosh x}{a}=\Big(1+\frac1a\Big)\big[1+w\big],\qquad w=q(\cosh x-1).
$$

The expansion of the hyperbolic cosine gives

$$
w=q\Big(\frac{x^2}{2}+\frac{x^4}{24}+\frac{x^6}{720}+\dots\Big),\quad
w^2=q^2\Big(\frac{x^4}{4}+\frac{x^6}{24}+\dots\Big),\quad
w^3=\frac{q^3x^6}{8}+\dots
$$

Inserting these in $\ln(1+w)=w-w^2/2+w^3/3-\dots$ and collecting powers,

$$
\ln(1+w)=\frac q2x^2+\Big(\frac q{24}-\frac{q^2}{8}\Big)x^4
+\Big(\frac q{720}-\frac{q^2}{48}+\frac{q^3}{24}\Big)x^6+\dots
$$

With $x=y/t$ this yields $\varphi(y)=\varphi(0)+c_2y^2+c_4y^4+c_6y^6+\dots$, where

$$
c_2=\frac{1-q/t}{2t},\qquad
c_4=\frac{q(3q-1)}{24t^4},\qquad
c_6=-\frac{q(1-15q+30q^2)}{720t^6}.
$$

The state $m=0$ loses local stability when $c_2=0$, that is $q=t$. The transition can change character where $c_4$ vanishes as well, which requires $q=1/3$. Together,

$$
t=q=\tfrac13,\qquad a=\frac1q-1=2,\qquad e^{d/t}=2a=4,
$$

and hence

$$
\boxed{\;kT=\frac J3,\qquad D=\frac J3\ln4=\frac23J\ln2\approx0.462\,J\;}
$$

At this point $1-15q+30q^2=1-5+10/3=-2/3$, so

$$
c_6=\frac{1}{3}\cdot\frac23\cdot\frac{3^6}{720}=\frac{9}{40}>0,
$$

and the sixth-order term stabilises $m=0$ against small $m$. A search for the common zero of $c_2$ and $c_4$, with both obtained by numerical differentiation of $\varphi$, returns $t=0.333333$ and $d=0.462098$.

### Why one third of the dipoles

The logarithm in $\varphi$ generates the cumulants of $s$ for an independent dipole. For a symmetric distribution,

$$
\ln\langle e^{xs}\rangle=\frac{\kappa_2x^2}{2}+\frac{\kappa_4x^4}{24}+\dots,\qquad
\kappa_2=\langle s^2\rangle,\quad \kappa_4=\langle s^4\rangle-3\langle s^2\rangle^2 .
$$

Comparison with $\varphi$ gives $c_4=-\kappa_4/(24t^4)$. For three states $s^4=s^2$, so $\kappa_4=q-3q^2$, which vanishes at $q=1/3$.

The physical content is visible in the response of one dipole to a reduced molecular field $x$. It is the derivative of the logarithm:

$$
\langle s\rangle=qx+\Big(\frac q6-\frac{q^2}{2}\Big)x^3+\dots
$$

For $q>1/3$ the cubic term is negative: the dipole saturates, and order grows gradually. For $q<1/3$ it is positive, because the field transfers dipoles from the nonpolar well to a polar one and so increases the number that can respond. The response then strengthens as order develops, which favours a jump.

### Excluding a distant minimum

A local expansion cannot rule out a lower minimum at large $m$ that takes over before $c_2$ reaches zero. The whole function must be examined. At zero field, with $y=tx$ and $x>0$,

$$
\varphi'(y)=x-\frac1t\,\frac{\sinh x}{a+\cosh x}
=\frac{x}{a+\cosh x}\Big[a+\cosh x-\frac{\sinh x}{tx}\Big].
$$

Define

$$
R(x)=\frac{\sinh x}{tx}-\cosh x .
$$

Then

$$
\varphi'(y)=\frac{x\,[a-R(x)]}{a+\cosh x}.
$$

The prefactor is positive, so $\varphi$ rises where $R(x)<a$ and falls where $R(x)>a$. Polar stationary states satisfy $R(x)=a$. From the series of $\sinh$ and $\cosh$,

$$
R(x)=\sum_{n=0}^{\infty}\frac{x^{2n}}{(2n+1)!}\Big[\frac1t-(2n+1)\Big],
$$

which starts at $R(0)=1/t-1$. The temperature is held fixed in what follows, and $D$ is varied. At fixed $t$, $a$ increases with $D$.

**Case $t\ge1/3$.** The coefficient of $x^2$ is negative or zero and all later ones are negative. Hence $R$ decreases steadily from $1/t-1$ to $-\infty$. If $a\ge1/t-1$, then $\varphi$ rises for all $x>0$ and $m=0$ is the global minimum. If $a<1/t-1$, which is possible for $t<1$ because $a>0$, then $\varphi$ first falls and then rises, with one polar minimum on each side. Its position tends to zero as $a\to1/t-1$ from below. The transition is continuous, and it lies at

$$
a=\frac1t-1,\qquad d_c(t)=t\ln\!\Big[2\Big(\frac1t-1\Big)\Big].
$$

**Case $t<1/3$.** The coefficients with $n\ge1$ begin positive and end negative, changing sign once. Let $k$ be the last index with a positive coefficient, and let $b_n$ denote the coefficients. In

$$
x^{-2k}\,x\frac{dR}{dx}=\sum_{n\ge1}2n\,b_n\,x^{2n-2k},
$$

the terms $n<k$ are positive and fall with $x$, the term $n=k$ is a positive constant, and the terms $n>k$ are non-positive and become steadily more negative. The sum thus decreases from positive values at small $x$ to $-\infty$ and has one zero. $R$ rises from $1/t-1$ to a single maximum $R_{\max}$ and then falls.

For $1/t-1<a<R_{\max}$ there are two solutions, $x_1<x_2$. The sign rule makes $x_1$ a barrier and $x_2$ a minimum, in competition with the minimum at zero. Let $\Delta=\varphi(tx_2)-\varphi(0)$.

- At $a=1/t-1$, $\varphi$ falls all the way from zero to $x_2$, so $\Delta<0$.
- At $a=R_{\max}$, $\varphi$ never falls, so $\Delta>0$.
- In between, the motion of the minimum does not contribute to the derivative, and

$$
\frac{\partial\Delta}{\partial d}=\frac1t\Big[\frac{\cosh x_2}{a+\cosh x_2}-\frac{1}{a+1}\Big]>0 .
$$

The bracket is the excess of $\langle s^2\rangle$ in the polar state. It follows that $\Delta$ vanishes once, at a finite $x_2$: the transition is of first order. The point $t=1/3$ on the transition line therefore separates continuous from first-order transitions in the full mean-field free energy, not merely in its truncated expansion.

## Second half: the surrounding phase diagram, corrections and an example

The symbols carried over are $t=kT/J$, $d=D/J$, $e=p\mathcal E/J$, the mean dipole variable $m$, $x=m/t$ at zero field, and $a=\tfrac12e^{d/t}$. In the nonpolar phase the polar fraction is $q=1/(1+a)$. Polar stationary states obey $a=R(x)=\sinh x/(tx)-\cosh x$. The tricritical point is $t=1/3$, $a=2$, $d_t=\tfrac23\ln2$, where $c_2=c_4=0$ and $c_6=9/40$.

### Computing the transition line

For $1/3\le t<1$ the line is $d_c(t)=t\ln[2(1-t)/t]$. For $t<1/3$ the polar and nonpolar minima must have equal $\varphi$. Since $y=tx$,

$$
\Delta(x)=\frac{tx^2}{2}-\ln\frac{a+\cosh x}{a+1}=0,\qquad a=R(x).
$$

This is one equation in one unknown. Its root is bracketed by the maximum of $R$, where $\Delta>0$, and the larger $x$ at which $R$ has returned to $1/t-1$, where $\Delta<0$. The results are then $d=t\ln(2R)$ and the jump $m=tx$. Close to $t=1/3$ the root lies at small $x$, and the two terms of $\Delta$, each of order $x^2$, cancel down to a remainder of order $x^6$, so rounding errors need attention there.

At $t=0.30$ this gives $d=0.466764$ and a jump $m=0.4858$. Direct minimisation of $\varphi$ on a grid confirms it: for $d$ larger by $10^{-5}$ the global minimum is at zero, and for $d$ smaller by $10^{-5}$ it lies within $0.005$ of the stated jump.

For a sample cooled at fixed $D$, the slope of the line matters. On the continuous part,

$$
\frac{dd_c}{dt}=\ln\frac{2(1-t)}{t}-\frac{1}{1-t}.
$$

Both terms decrease as $t$ grows, and at $t=1/3$ the slope is already $\ln4-\tfrac32\approx-0.114$. The continuous line therefore falls throughout. The first-order part was evaluated at 26 temperatures from $t=0.08$ to $0.33$ and also falls from each to the next. At zero temperature the energies per dipole are $-J/2+D$ for full order and zero for the nonpolar state, so the line ends at $D=J/2$. On this evidence, cooling at fixed $D$ gives a continuous transition for $D<0.462J$, a first-order transition for $0.462J<D<0.5J$, and no spontaneous polarization in equilibrium above that range, although a metastable polar minimum can survive there at low temperature.

### Laws near the tricritical point

**Changing $D$ at $t=1/3$.** The quadratic term of $R$ vanishes, and the next coefficient is $(3-5)/5!=-1/60$, so $R=2-x^4/60+\dots$. With $\delta=d_t-d$, the parameter is $a=2e^{-3\delta}\approx2-6\delta$. Equating the two gives $x^4=360\delta$, and since $m=x/3$,

$$
m^4\simeq\frac{360}{81}\delta=\frac{40}{9}\,\frac{D_t-D}{J}.
$$

At $\delta=10^{-6}$ the value of $m^4$ from direct minimisation agrees with this to within one per cent. On the continuous line at $t>1/3$ the quadratic term of $R$ is present instead, and $m^2$ is proportional to the distance from the line.

The tricritical point has been located at $kT=J/3$, $D=\tfrac23J\ln2$ and confirmed in the full mean-field free energy, and the transition line and the growth of $m$ with decreasing $D$ at $t=1/3$ have been found. What remains is the jump and the field response near this point, the corrections for a finite number of neighbours, strain and unequal wells, and a worked example with the model's limits.
